# Uniform energy grids for a Lorentzian contact resonance

## Definitions and conventions

A single localized level of energy $e_0$ lies in the barrier of a metal-semiconductor contact, between a left and a right electrode. Electrons are treated as independent, and currents are given per spin. The level couples to electrode states of energy $\varepsilon_k$ through matrix elements $V_k$. The width due to electrode $\alpha=L,R$ is

$$\Gamma_\alpha=2\pi\sum_{k\in\alpha}|V_k|^2\,\delta(E-\varepsilon_k),\qquad \Gamma=\Gamma_L+\Gamma_R,\qquad \gamma=\Gamma/2 .$$

In the wide-band model $\Gamma_L$ and $\Gamma_R$ do not depend on energy. $\Gamma$ will be the full width at half maximum of the resonance and $\gamma$ its half width. The letter $h$ denotes the spacing of the energy grid; Planck's constant enters as $2\pi\hbar$. The grid is $E_n=nh+s$ with integer $n$, and $\delta=e_0-s$ is the distance of the resonance from a node, up to multiples of $h$. Two dimensionless numbers control the error:

$$x=\frac{2\pi\gamma}{h}=\frac{\pi\Gamma}{h},\qquad \theta=\frac{2\pi\delta}{h}.$$

## From the Green function to the Lorentzian

With $E$ carrying an infinitesimal $+i0$, the level's Green function $G$ and the mixed functions $G_k$ obey

$$(E-e_0)G-\sum_kV_kG_k=1,\qquad (E-\varepsilon_k)G_k=V_k^*G .$$

Solving the second equation for $G_k$ and inserting it in the first gives $G=1/(E-e_0-\Sigma)$ with $\Sigma=\sum_k|V_k|^2/(E-\varepsilon_k+i0)$. Since $\mathrm{Im}\,[1/(y+i0)]=-\pi\delta(y)$, the imaginary part of $\Sigma$ is $-\Gamma/2$. For a constant width in a band from $-B$ to $B$,

$$\Sigma(z)=\frac{\Gamma}{2\pi}\int_{-B}^{B}\frac{d\varepsilon}{z-\varepsilon}=\frac{\Gamma}{2\pi}\ln\frac{z+B}{z-B}\simeq-\frac{i\Gamma}{2}+\frac{\Gamma z}{\pi B},\qquad |z|\ll B,\ \mathrm{Im}\,z>0 .$$

The last term vanishes as $B\to\infty$, which leaves

$$G(E)=\frac{1}{E-e_0+i\gamma},\qquad L(E)=-\frac{1}{\pi}\mathrm{Im}\,G=\frac{\gamma/\pi}{(E-e_0)^2+\gamma^2}.$$

The antiderivative of $L$ is $\pi^{-1}\arctan[(E-e_0)/\gamma]$, so its area over the whole axis is 1.

The current contains the same function. A wave arriving in left state $q$ puts the amplitude $c=GV_q$ on the level. The right-hand states then have amplitudes $c_k=V_k^*c/(E-\varepsilon_k+i0)$, and probability enters them at the rate

$$\frac{2}{\hbar}\,\mathrm{Im}\sum_{k\in R}c_k^*V_k^*c=\frac{2}{\hbar}|c|^2\,\pi\sum_{k\in R}|V_k|^2\delta(E-\varepsilon_k)=\frac{\Gamma_R}{\hbar}|c|^2 .$$

Summing $|V_q|^2$ over left states turns into $\int dE\,\Gamma_L/2\pi$. Subtracting the reverse flow gives

$$I=\frac{e}{2\pi\hbar}\int T(E)\,[f_L(E)-f_R(E)]\,dE,\qquad T=\Gamma_L\Gamma_R|G|^2=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}L ,$$

where $f_L$ and $f_R$ are the electrode occupations. The last equality uses $|G|^2=(\pi/\gamma)L$. When $f_L-f_R=1$ across the entire resonance, the required integral is that of $L$.

## The grid error as a sum over poles

On an infinite grid the trapezoidal rule gives every node the weight $h$. Let $g(z)$ be real on the real axis, analytic in a strip around it, and decaying fast enough for the sum and integral to converge. Define

$$q(z)=\frac{1}{e^{-2\pi i(z-s)/h}-1},\qquad \bar q(z)=\frac{1}{e^{2\pi i(z-s)/h}-1}.$$

Near a node the denominator of $q$ is $-2\pi i(z-E_n)/h$, so the residue of $q$ is $-h/(2\pi i)$. A counterclockwise contour made of one line just below the axis and one just above therefore gives $-h\sum g(E_n)$. The vertical ends are placed midway between nodes, where $q$ is bounded, and they vanish because $g$ decays. With both lines now run from left to right,

$$h\sum_n g(E_n)=\int_{\rm up}g\,q\,dz-\int_{\rm low}g\,q\,dz .$$

Writing $a=e^{-2\pi i(z-s)/h}$, one finds $q+\bar q=1/(a-1)+a/(1-a)=-1$. Hence $-q=1+\bar q$ on the lower line. The term 1 gives $\int g\,dE$, because that line can be moved back to the axis, and so

$$h\sum_n g(E_n)-\int g\,dE=\int_{\rm up}g\,q\,dz+\int_{\rm low}g\,\bar q\,dz .$$

The two terms on the right are complex conjugates. In the upper half-plane $q$ decays as $e^{-2\pi\,\mathrm{Im}\,z/h}$. Raising the upper line to infinity leaves the poles $p$ of $g$ that it crosses:

$$h\sum_n g(E_n)-\int g\,dE=2\,\mathrm{Re}\Big[2\pi i\sum_{p}\mathrm{Res}\,g(p)\;q(p)\Big].$$

The error is thus set by how far the singularities of the integrand lie from the real axis, measured in grid spacings.

## Leading error and first correction

The Lorentzian has one upper pole, $p=e_0+i\gamma$, with residue $(\gamma/\pi)/(2i\gamma)=1/(2\pi i)$. There $q(p)=1/(e^{x-i\theta}-1)$. Calling the grid sum $S$,

$$S-1=2\,\mathrm{Re}\frac{1}{e^{x-i\theta}-1}=\frac{2(e^x\cos\theta-1)}{e^{2x}-2e^x\cos\theta+1}=\frac{\cos\theta-e^{-x}}{\cosh x-\cos\theta}.$$

The last form follows on dividing numerator and denominator by $2e^x$. Adding 1 and using $\cosh x-e^{-x}=\sinh x$ gives

$$S=\frac{\sinh x}{\cosh x-\cos\theta}.$$

For a fine grid, expand $1/(w-1)=w^{-1}+w^{-2}+\dots$ with $w=e^{x-i\theta}$:

$$S-1=2e^{-x}\cos\theta+2e^{-2x}\cos2\theta+O(e^{-3x}).$$

The first term is the exponential law, $2e^{-\pi\Gamma/h}$ times a factor for the grid position. The second is its first correction. It is smaller by $e^{-x}$ except near $\theta=\pi/2$, where a node lies a quarter spacing from the resonance. The leading term vanishes there and the error is $-2e^{-2x}$ to leading order. This cancellation requires the resonance position to be known, so it cannot support a general spacing rule.

At fixed $x$, $S$ increases with $\cos\theta$. Its extremes are $\coth(x/2)$ with a node on the resonance and $\tanh(x/2)$ with the resonance midway between nodes:

$$-\frac{2}{e^x+1}\le S-1\le\frac{2}{e^x-1}.$$

The upper limit has the larger magnitude. Requiring it not to exceed a tolerance $\epsilon$ gives $e^x\ge1+2/\epsilon$, or

$$h\le h_{\max}=\frac{\pi\Gamma}{\ln(1+2/\epsilon)}=\frac{\pi\Gamma}{\Lambda}\Big[1-\frac{\epsilon}{2\Lambda}+\dots\Big],\qquad \Lambda=\ln\frac{2}{\epsilon}.$$

The expansion uses $\ln(1+2/\epsilon)=\Lambda+\ln(1+\epsilon/2)$. For small $\epsilon$ the correction to the spacing is negligible. Each further decade of accuracy raises the required $\Gamma/h$ by $\ln10/\pi\simeq0.73$.

In the opposite limit, $h\gg\Gamma$, the sum tends to $2/x=h/(\pi\gamma)$ with a node on the peak, which is the contribution of that node alone. With the resonance midway it tends to zero. A coarse grid can therefore overestimate the area greatly or miss the resonance.

## Numbers for a 5 meV resonance

Take $\Gamma_L=4$ meV and $\Gamma_R=1$ meV, so $\Gamma=5$ meV. Direct summation, with the area beyond 20,000 nodes on each side supplied by the arctangent, gives these errors for a node on the resonance. They are relative to the exact area 1.

| $\Gamma/h$ | $h$ (meV) | $S-1$ |
|---|---|---|
| 0.5 | 10 | 0.525 |
| 1 | 5 | $9.03\times10^{-2}$ |
| 2 | 2.5 | $3.74\times10^{-3}$ |
| 3 | 1.667 | $1.61\times10^{-4}$ |
| 4 | 1.25 | $6.97\times10^{-6}$ |
| 5 | 1 | $3.01\times10^{-7}$ |

Between ratios 3 and 4 the logarithm of the error falls by 3.14167, slightly more than $\pi=3.14159$. The first correction accounts for the excess. Since $\ln[2/(e^x-1)]=\ln2-x+e^{-x}+\dots$, the predicted fall is $\pi+e^{-3\pi}-e^{-4\pi}$, and the two exponentials add $0.00008$.

The correction is also visible at $\Gamma/h=1$. The error there is $+0.0903$ with a node on the peak and $-0.0828$ with the peak midway. The leading terms cancel in the average, leaving $0.0037$, which is the tabulated error at $\Gamma/h=2$. The reason is that the two grids together form one grid of half the spacing.

For $\epsilon=10^{-6}$,

$$h_{\max}=\frac{\pi\times5\ \mathrm{meV}}{\ln(2\,000\,001)}=\frac{15.708\ \mathrm{meV}}{14.509}=1.083\ \mathrm{meV}=1.083\times10^{-3}\ \mathrm{eV},$$

or $\Gamma/h=4.62$. A spacing 5% larger raises the error to $2.0\times10^{-6}$: near this point a small change of spacing matters, because $x$ is large.

## A finite window

A computation must stop at some $\pm W$ from the resonance. For $W\gg\gamma$ the omitted area is

$$\frac{2}{\pi}\arctan\frac{\gamma}{W}\simeq\frac{\Gamma}{\pi W}.$$

This is algebraic in $W$ and does not shrink when $h$ is reduced. With $h=1$ meV and $W=300$ meV, 601 nodes give an error of $-5.296\times10^{-3}$. Halving $h$ at the same $W$ gives $-5.301\times10^{-3}$. The slight worsening arises mainly because the outermost cell ends half a spacing beyond the last node, at 300.25 instead of 300.5 meV. The small remainder is the positive grid error, which disappears when $h$ is halved. Reducing the omitted area to $10^{-6}$ by extending the window would take $W\simeq1.6$ keV, far outside the range of any single-level model.

The cure is to add the tails analytically from the cell edge $b=W+h/2$. What remains is the difference between the omitted nodes and the tail integral. Expanding $L$ about the centre of a cell gives $\int_{\rm cell}L\,dE=hL+h^3L''/24+\dots$. On the right-hand side the omitted nodes therefore exceed the tail integral by

$$-\frac{h^2}{24}\int_b^\infty L''\,dE=\frac{h^2}{24}L'(b)\simeq-\frac{h^2\gamma}{12\pi b^3}.$$

The left side contributes equally. Replacing the omitted nodes by the integral thus changes the infinite-grid result by $+h^2\gamma/(6\pi b^3)$. Here this is $4.9\times10^{-9}$, and the total error becomes $3.06\times10^{-7}$, within the tolerance.

## A second limit: thermal poles

At finite bias the integrand is $L(f_L-f_R)$. Each Fermi function $f=1/(e^{(E-\mu)/kT}+1)$ has poles at $\mu+i\pi kT(2m+1)$, with $m=0,1,\dots$ in the upper half-plane. The derivative of its denominator there is $-1/kT$, so the residue is $-kT$. Provided no Fermi pole coincides with the resonance pole, the error formula gives

$$2\,\mathrm{Re}\frac{(f_L-f_R)(e_0+i\gamma)}{e^{x-i\theta}-1}+4\pi kT\,\mathrm{Im}\sum_m\big[L(p_m^L)q(p_m^L)-L(p_m^R)q(p_m^R)\big].$$

The first part falls as $e^{-2\pi\gamma/h}$ and the second as $e^{-2\pi^2kT/h}$. The lower pole sets the exponent. For $\gamma=2.5$ meV the two heights are equal near 9 K.

At 300 K the first Fermi pole lies at 81 meV and does not matter. Place the resonance midway between the chemical potentials, with a bias of 100 mV. The occupation difference at its centre is $\tanh(eV/4kT)\simeq0.75$, where $V$ is the bias. The largest error at $h=1$ meV, found by comparing direct sums at 41 grid positions with adaptive quadrature, is $2.3\times10^{-7}$ of the full resonance area. That is 0.75 times the infinite-bias error.

At 4 K the first Fermi pole lies at $\eta=\pi kT=1.083$ meV, below the resonance pole. Take a 10 mV bias, so that $\mu=\pm5$ meV relative to $e_0$. The same comparison at $h=1$ meV gives $8.1\times10^{-5}$, eighty times the tolerance. The leading thermal term explains this number. The two first poles are $\pm5\ \mathrm{meV}+i\eta$, and $L$ takes complex-conjugate values there. Because 5 meV is a whole number of spacings, their grid phases agree, and the largest error is

$$8\eta\,|\mathrm{Im}\,L(5\ \mathrm{meV}+i\eta)|\,e^{-2\pi\eta/h}\simeq8.66\times0.00843\times0.00111=8.1\times10^{-5},$$

with energies in meV. Halving $h$ preserves the phases and squares the exponential, and the error falls to $9.0\times10^{-8}$. Agreeing phases are a favourable case, because the real parts of $L$ cancel. When the phases are opposite, $\mathrm{Re}\,L$ replaces $\mathrm{Im}\,L$ in the estimate: a 10.5 mV bias at $h=1$ meV gives $2.1\times10^{-4}$. In these two examples the spacing rule based on $\Gamma$ alone thus holds for the warm contact and fails for the cold one. The thermal term is proportional to $L$ at the Fermi poles, so it weakens when the chemical potentials lie far from the resonance.

The current shows what the full-axis integral leaves out. Its value is $(e/\hbar)\Gamma_L\Gamma_R/\Gamma$, with $\Gamma_L\Gamma_R/\Gamma=0.8$ meV, or 195 nA per spin. At 300 K and 100 mV the occupation window keeps 0.720 of the area, leaving 140 nA. This 28% reduction is physical and far exceeds the grid error.

## Relation to a silicide contact

The widths used above are illustrative. Their order of magnitude is that of the rough estimate below for a defect level in a very thin barrier between a silicide and n-type silicon, 0.3 eV below the local band edge with 2 nm of barrier on each side. Such a barrier is much thinner than the depletion layer of a lightly doped contact. The permitted spacing depends strongly on the assumed width, which is itself sensitive to the tunnelling mass. Take a square barrier of height $\phi=0.3$ eV and thickness $d=2$ nm, with $\kappa=\sqrt{2m\phi}/\hbar$ and the rough estimate $\Gamma_\alpha\sim\phi e^{-2\kappa d}$. A tunnelling mass of 0.19 electron masses gives 2.3 meV, while 0.92 gives 0.006 meV. If both widths shrank by that factor, the permitted spacing would fall from 1.08 meV to about 0.003 meV. The energy dependence of tunnelling is milder: with the prefactor held fixed, the exponent gives $d\ln\Gamma/dE=\kappa d/\phi$, which changes the width by 4% across the resonance, though by a factor of about 2.3 across a 100 mV bias window. The charging energy $e^2/(4\pi\varepsilon_0\varepsilon_r r)$, with $\varepsilon_r\simeq12$ and $r=1/\kappa=0.8$ nm, is about 0.15 eV. The shape of the state and screening by the electrodes can change this value by a factor of two or three, but it remains far above the width, so doubling the current for spin is not justified, and interactions can alter the line itself. A total barrier drop of 0.6 V means a mean field of 1.5 MV/cm and a drop of 0.12 eV across $r$, so the square barrier is only a rough picture. If the drop is linear, the same estimate with the lighter mass gives widths of about 0.8 and 12 meV on the two sides. In that geometry the level lies at the height of the band edge of the neutral silicon, and a parabolic depletion profile puts it 0.15 eV below, so these widths indicate an order of magnitude only. The total drop gives a carrier crossing the barrier 0.6 eV, less than the silicon gap of roughly 1.1 eV and so too little to create an electron-hole pair. Finally, constant widths require states in both electrodes. In n-type silicon with about $10^{20}$ donors per cm$^3$ the conduction band begins only some tens of meV below the chemical potential; at 300 K and $10^{19}$ per cm$^3$ its edge already lies above it. A level below that edge carries elastic current only through the tail that its coupling to the metal extends into the band, and this current falls quickly with depth, so the 140 nA found above requires the resonance to lie well inside the silicon band, which can depend on the bias direction. The band edge also cuts off the Lorentzian tail, so the analytic tail correction completes the model integral and not the spectrum of a device. Moreover, a square-root edge is a singularity on the real axis, so the exponential spacing rule does not cover it and its grid error falls only as $h^{3/2}$. In a model with such an edge 14 meV below the resonance, where $\Gamma_R=1$ meV, the error at 300 K, 100 mV and $h=1$ meV is about $2\times10^{-4}$ of the resonance area. The edge must then be treated separately, for example by integrating in the variable $\sqrt{E-E_c}$, where $E_c$ is the edge energy.
